# Coulomb radial ladder operators and the Runge-Lenz vector, part 1

(Sections cited here and not found follow in the second part.)

**Q.** The radial Coulomb problem has first-order operators that step $l$ up or down at fixed energy, and I have heard them described as the Runge-Lenz vector in disguise. I doubt this can be meant literally. One object is a differential operator on a half-line, the other is a vector operator in three dimensions. What are the two objects, exactly?

**A.** We take one spinless electron, without relativity, bound to a fixed point nucleus of charge $Z$, in Hartree atomic units ($\hbar=m_e=e^2/4\pi\varepsilon_0=1$). With $\mathbf p=-i\nabla$ and $\mathbf L=\mathbf r\times\mathbf p$,

$$H=\tfrac12\mathbf p^2-\frac Zr,\qquad \mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\,\hat{\mathbf r}. \tag{1}$$

The classical vector is $\mathbf p\times\mathbf L-Z\hat{\mathbf r}$. Because $\mathbf p$ and $\mathbf L$ do not commute, an ordering has to be chosen. The adjoint of $(\mathbf p\times\mathbf L)_i=\epsilon_{ijk}p_jL_k$ is $\epsilon_{ijk}L_kp_j=-(\mathbf L\times\mathbf p)_i$, so the combination in (1) is Hermitian. The unit of $\mathbf A$ is hartree·bohr, as the term $Z\hat{\mathbf r}$, a potential energy times a length, shows.

On the radial side, write $\psi=R(r)Y_{lm}$ with $R=u/r$ and spherical harmonics in the Condon-Shortley phase. Then $H$ acts on $u$ as

$$H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr,$$

and for $l\ge1$ the ladder operators on $u$ are

$$a_l=\frac{d}{dr}+W_l,\qquad a_l^\dagger=-\frac{d}{dr}+W_l,\qquad W_l=\frac lr-\frac Zl. \tag{2}$$

They carry the unit 1/bohr. The function $W_l$ is the superpotential of supersymmetric quantum mechanics.

**Q.** Before any comparison, show me that (2) deserves the name ladder, and that the dagger is an honest adjoint.

**A.** Apply the products to an arbitrary smooth $u$. Since $(Wu)'=W'u+Wu'$,

$$a^\dagger a\,u=-(u'+Wu)'+W(u'+Wu)=-u''+(W^2-W')u,$$

$$a\,a^\dagger u=(-u'+Wu)'+W(-u'+Wu)=-u''+(W^2+W')u.$$

For $W_l$ we have $W_l^2=l^2/r^2-2Z/r+Z^2/l^2$ and $W_l'=-l/r^2$. The centrifugal terms become $l^2+l$ in the first product and $l^2-l=(l-1)l$ in the second, so

$$a_l^\dagger a_l=2H_l+\frac{Z^2}{l^2},\qquad a_la_l^\dagger=2H_{l-1}+\frac{Z^2}{l^2}. \tag{3}$$

The triple product $a_la_l^\dagger a_l$ can be bracketed in two ways, $a_l(2H_l+Z^2/l^2)$ and $(2H_{l-1}+Z^2/l^2)a_l$. The constants cancel. The same holds for $a_l^\dagger a_la_l^\dagger$, and therefore

$$a_lH_l=H_{l-1}a_l,\qquad a_l^\dagger H_{l-1}=H_la_l^\dagger. \tag{4}$$

If $H_lu=Eu$, then $H_{l-1}(a_lu)=E\,(a_lu)$: the operator $a_l$ takes a solution for $l$ to a solution for $l-1$ at the same energy, and $a_l^\dagger$ goes from $l-1$ to $l$. As for the dagger, integration by parts with real $u,v$ gives $\int_0^\infty v\,a_lu\,dr=[uv]_0^\infty+\int_0^\infty(a_l^\dagger v)\,u\,dr$. The two operators are adjoint with the measure $dr$ whenever $uv$ vanishes at both ends. The numerical check tests (3) and (4) symbolically in $l$, $Z$ and $u$, and the adjoint relation by quadrature.

**Q.** A reduced matrix element is a number. How can a number equal the differential operator (2)?

**A.** It is a number only when one integrates over all coordinates. Here only the angles are integrated. For an operator $V$ define the block $\langle l'm'|V|lm\rangle$ as the map that takes $R(r)$ to the function $\int Y^*_{l'm'}\,V\,[R\,Y_{lm}]\,d\Omega$ of $r$. That is an operator on radial functions, and the Wigner-Eckart theorem holds for it unchanged. The proof needs one property of $V$.

From $L_j=\epsilon_{jab}x_ap_b$ and $[x_a,p_b]=i\delta_{ab}$ (repeated indices summed),

$$[L_j,x_i]=\epsilon_{jab}x_a(-i\delta_{bi})=i\epsilon_{jia}x_a,\qquad [L_j,p_i]=\epsilon_{jab}\,i\delta_{ai}\,p_b=i\epsilon_{jib}p_b .$$

An operator triple with

$$[L_j,V_i]=i\epsilon_{jik}V_k \tag{5}$$

is called a vector operator. Its square commutes with $\mathbf L$, because $[L_j,V_iV_i]=i\epsilon_{jik}(V_kV_i+V_iV_k)$ contracts an antisymmetric symbol with a symmetric expression. So $\mathbf L$ commutes with $r^2$ and with every function of $r$, and $\hat{\mathbf r}=\mathbf r/r$ is a vector operator, as are $\mathbf p$ and $\nabla=i\mathbf p$.

Define spherical components $V_0=V_z$, $V_{\pm1}=\mp(V_x\pm iV_y)/\sqrt2$, and $L_\pm=L_x\pm iL_y$. Equation (5) gives $[L_z,V_x]=iV_y$ and $[L_z,V_y]=-iV_x$, hence $[L_z,V_q]=qV_q$. It also gives $[L_+,V_0]=-iV_y-V_x=\sqrt2V_{+1}$, $[L_+,V_{-1}]=(V_z+V_z)/\sqrt2=\sqrt2V_0$ and $[L_+,V_{+1}]=0$, and in the same way $[L_-,V_{+1}]=\sqrt2V_0$, $[L_-,V_0]=\sqrt2V_{-1}$, $[L_-,V_{-1}]=0$. These are the rules by which $L_z$ and $L_\pm$ act on states $|1q\rangle$. Since $L\,V_q\psi=[L,V_q]\psi+V_qL\psi$, the functions $V_q[RY_{lm}]$ at fixed $R$ respond to $L_z,L_\pm$ exactly as the products $|1q\rangle|lm\rangle$ respond to the total angular momentum. The combinations $\Phi_{JM}=\sum_{q,m}\langle1q\,lm|JM\rangle V_q[RY_{lm}]$, formed with Clebsch-Gordan coefficients, therefore obey the ladder relations of a multiplet $J$, with $J$ between $|l-1|$ and $l+1$. Each is zero or an eigenfunction of $\mathbf L^2$ and $L_z$, so its projection on $Y_{l'm'}$ vanishes unless $l'=J$, $m'=M$. The projection does not depend on $M$: with $c=\sqrt{J(J+1)-M(M+1)}$, we have $\Phi_{J,M+1}=L_+\Phi_{JM}/c$, and moving $L_+$ onto the harmonic as $L_-Y_{J,M+1}=cY_{JM}$ returns the projection for $M$. Inverting the orthogonal Clebsch-Gordan transformation, the block is $\langle1q\,lm|l'm'\rangle$ times a radial operator that depends on $l$ and $l'$ only.

The normalisation of that radial operator is a convention. We use the $3j$ symbol,

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\langle j_1m_1\,j_2m_2|j_3,-m_3\rangle, \tag{6}$$

which is unchanged by a cyclic permutation of its columns, and define the reduced element by

$$\langle l'm'|V_q|lm\rangle=w(l'm';q;lm)\,\langle l'\|V\|l\rangle,\qquad w=(-1)^{l'-m'}\begin{pmatrix}l'&1&l\\-m'&q&m\end{pmatrix}. \tag{7}$$

Moving the first column to the end and using (6) gives $w=(-1)^{l'-l+1}\langle1q\,lm|l'm'\rangle/\sqrt{2l'+1}$, which shows that (7) is the theorem just proved with a particular factor split off. The block is defined on $R$; to compare with (2) we let it act on $u=rR$, which means multiplying the projected function by $r$.

**Q.** Granted. But $\mathbf A$ contains two derivatives, one in $\mathbf p$ and one in $\mathbf L$. The operators (2) contain one. Where does the second go?

**A.** It is an angular derivative and turns into a number. The way to see this is to write the cross products as a commutator with $\mathbf L^2$. For any vector operator, expand $[L_jL_j,V_i]=L_j[L_j,V_i]+[L_j,V_i]L_j$ and insert (5):

$$[\mathbf L^2,V_i]=i\epsilon_{jik}L_jV_k+i\epsilon_{jik}V_kL_j .$$

In the first term $\epsilon_{jik}=-\epsilon_{ijk}$, which gives $-i(\mathbf L\times\mathbf V)_i$. In the second, $\epsilon_{jik}=\epsilon_{ikj}$ by a cyclic shift, which gives $+i(\mathbf V\times\mathbf L)_i$. So

$$[\mathbf L^2,\mathbf V]=i(\mathbf V\times\mathbf L-\mathbf L\times\mathbf V). \tag{8}$$

With $\mathbf V=\mathbf p$, the bracket in (1) is $[\mathbf L^2,\mathbf p]/i=-i[\mathbf L^2,\mathbf p]$. Putting $\mathbf p=-i\nabla$ supplies a second factor $-i$, and $(-i)^2=-1$:

$$\mathbf A=-\tfrac12[\mathbf L^2,\nabla]-Z\hat{\mathbf r}. \tag{9}$$

This form shows that $\mathbf A$ is a vector operator: $L_j$ commutes with $\mathbf L^2$, so $[L_j,[\mathbf L^2,\nabla_i]]=[\mathbf L^2,[L_j,\nabla_i]]=i\epsilon_{jik}[\mathbf L^2,\nabla_k]$.

In a block, $\mathbf L^2$ on the right meets $Y_{lm}$ and gives $l(l+1)$. On the left it is Hermitian on the sphere at each fixed $r$, so it can be moved onto $Y_{l'm'}$ and gives $l'(l'+1)$. Thus

$$\langle l'm'|[\mathbf L^2,V_q]|lm\rangle=\lambda\,\langle l'm'|V_q|lm\rangle,\qquad\lambda=l'(l'+1)-l(l+1). \tag{10}$$

For $l'=l+1$, $\lambda=(l+1)(l+2-l)=2(l+1)$. For $l'=l-1$, $\lambda=l(l-1-l-1)=-2l$.

**Q.** That leaves the blocks of $\nabla$, which still has angular derivatives in it.

**A.** The same device removes them. Using $\epsilon_{ijk}\epsilon_{kab}=\delta_{ia}\delta_{jb}-\delta_{ib}\delta_{ja}$ and keeping the momenta on the right,

$$(\mathbf r\times\mathbf L)_i=\epsilon_{ijk}\epsilon_{kab}\,x_jx_ap_b=x_i\,(\mathbf r\cdot\mathbf p)-r^2p_i=-i\,x_i\,(\mathbf r\cdot\nabla)+i\,r^2\nabla_i .$$

Solve for $\nabla_i$ by multiplying from the left with $-i/r^2$, and use $\mathbf r\cdot\nabla=r\partial_r$:

$$\nabla=\hat{\mathbf r}\,\partial_r-\frac ir\,\hat{\mathbf r}\times\mathbf L. \tag{11}$$

Next, for any vector operator, commuting $L_j$ through $V_k$ with (5) and using $\epsilon_{ijk}\epsilon_{jkn}=2\delta_{in}$,

$$(\mathbf L\times\mathbf V)_i=\epsilon_{ijk}\left(V_kL_j+i\epsilon_{jkn}V_n\right)=-(\mathbf V\times\mathbf L)_i+2iV_i .$$

Insert this in (8) with $\mathbf V=\hat{\mathbf r}$: $[\mathbf L^2,\hat{\mathbf r}]=i(2\,\hat{\mathbf r}\times\mathbf L-2i\hat{\mathbf r})=2i\,\hat{\mathbf r}\times\mathbf L+2\hat{\mathbf r}$. Dividing by $-2$ and rearranging, $-i\,\hat{\mathbf r}\times\mathbf L=\hat{\mathbf r}-\tfrac12[\mathbf L^2,\hat{\mathbf r}]$. Equation (11) becomes

$$\nabla=\hat{\mathbf r}\,\partial_r+\frac1r\left(\hat{\mathbf r}-\tfrac12[\mathbf L^2,\hat{\mathbf r}]\right). \tag{12}$$

The operators $\partial_r$ and $1/r$ act on $R$ alone, $\hat{\mathbf r}$ and $\mathbf L^2$ on the angles alone. With (10),

$$\langle l'm'|\nabla_q|lm\rangle=\langle l'm'|\hat r_q|lm\rangle\left(\partial_r+\frac{1-\lambda/2}{r}\right), \tag{13}$$

where $\langle l'm'|\hat r_q|lm\rangle$ is an ordinary number. Upward, $1-\lambda/2=-l$ and the radial factor is $\partial_r-l/r$. Downward, $1-\lambda/2=l+1$ and it is $\partial_r+(l+1)/r$. One case can be confirmed by inspection: $r^lY_{lm}$ is a harmonic polynomial of degree $l$, its gradient is a harmonic polynomial of degree $l-1$ and has no rank $l+1$ part, and indeed $(\partial_r-l/r)r^l=0$.

The angular number vanishes unless $l'=l\pm1$. The theorem above allows only $l'=l-1,l,l+1$. Under $\mathbf r\to-\mathbf r$, $Y_{lm}$ takes the factor $(-1)^l$ and $\hat r_q$ changes sign, so for $l'=l$ the integrand is odd and the integral is zero.

**Q.** Then put the pieces together. What are the blocks of $\mathbf A$?

**A.** From (9), (10) and (13),

$$\langle l'm'|A_q|lm\rangle=\langle l'm'|\hat r_q|lm\rangle\left[-\frac\lambda2\left(\partial_r+\frac{1-\lambda/2}{r}\right)-Z\right]. \tag{14}$$

We need $R=u/r$ and $R'=u'/r-u/r^2$. Upward, $\lambda/2=l+1$, and the bracket acting on $R$ is

$$-(l+1)\left(R'-\frac{lR}{r}\right)-ZR=\frac{l+1}{r}\left(-u'+\frac ur+\frac{lu}{r}-\frac{Z}{l+1}u\right)=\frac{l+1}{r}\,a^\dagger_{l+1}u .$$

Downward, $-\lambda/2=+l$, and

$$l\left(R'+\frac{(l+1)R}{r}\right)-ZR=\frac lr\left(u'-\frac ur+\frac{(l+1)u}{r}-\frac Zlu\right)=\frac lr\,a_lu .$$

As operators on $u$, then,

$$\langle l{+}1,m'|A_q|lm\rangle=\langle l{+}1,m'|\hat r_q|lm\rangle\,(l+1)\,a^\dagger_{l+1},\qquad\langle l{-}1,m'|A_q|lm\rangle=\langle l{-}1,m'|\hat r_q|lm\rangle\;l\,a_l, \tag{15}$$

and all other blocks vanish with the angular number. Nothing was assumed about $u$ beyond smoothness at $r>0$. No eigenvalue equation was used, and (2) was not put in: both operators come out of (1), the term $Z/l$ included. That term has a plain origin. The charge enters (14) with a coefficient independent of $l$, while the derivative enters with the coefficient $l_>$, the larger of $l$ and $l'$. Normalising the derivative to unit coefficient divides $Z$ by $l_>$.

**Q.** Equation (15) has extra factors, so the ladder operators cannot simply be the reduced elements. What is the exact relation, with its sign?

**A.** The objection is right: the relation is a proportionality, with a factor that depends on $l$ and a sign that depends on the direction. By (7) and (15), $\langle l'\|A\|l\rangle$ is $\langle l'\|\hat r\|l\rangle$ times $l_>$ times the ladder operator, so we need the reduced elements of $\hat{\mathbf r}$. One nonzero matrix element fixes each, and we take $m=m'=q=0$.

The generating function $G=(1-2xt+t^2)^{-1/2}=\sum_lP_l(x)t^l$ obeys $(1-2xt+t^2)\partial_tG=(x-t)G$. The coefficient of $t^l$ reads $(l+1)P_{l+1}-2lxP_l+(l-1)P_{l-1}=xP_l-P_{l-1}$, that is $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$. With $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$ and $\hat r_0=\cos\theta$,

$$\cos\theta\,Y_{l0}=\frac{l+1}{\sqrt{(2l+1)(2l+3)}}Y_{l+1,0}+\frac{l}{\sqrt{(2l-1)(2l+1)}}Y_{l-1,0}. \tag{16}$$

The coefficients $w$ follow from the Clebsch-Gordan coefficients of the largest total $J=j_1+j_2$. Repeated lowering gives $J_-^k|jj\rangle=\sqrt{\prod_{s=0}^{k-1}(s+1)(2j-s)}\,|j,j-k\rangle=k!\sqrt{\binom{2j}{k}}\,|j,j-k\rangle$. Apply $(J_{1-}+J_{2-})^K$ to $|JJ\rangle=|j_1j_1\rangle|j_2j_2\rangle$. The term with $k_1+k_2=K$ has the binomial weight $K!/k_1!k_2!$, the factorials cancel, and the coefficient is the positive root of $\binom{2j_1}{k_1}\binom{2j_2}{k_2}/\binom{2J}{K}$, symmetric in the two partners. For ranks $l$ and $1$, both with projection zero, $k_1=l$, $k_2=1$, $K=l+1$. Since $\binom{2l+2}{l+1}=\binom{2l}{l}(2l+2)(2l+1)/(l+1)^2=\binom{2l}{l}\,2(2l+1)/(l+1)$ and $\binom21=2$,

$$\langle10\,l0|l{+}1,0\rangle=\langle l0\,10|l{+}1,0\rangle=\sqrt{\frac{l+1}{2l+1}}. \tag{17}$$

Upward, the form of $w$ given after (7) has sign $(-1)^2=+1$, so $w_\uparrow=\sqrt{(l+1)/((2l+1)(2l+3))}$. Downward, apply (6) directly with $j_1=l-1$, $j_2=1$, $j_3=l$ and (17) with $l\to l-1$. The symbol is $(-1)^{l}\sqrt{l/((2l-1)(2l+1))}$, the prefactor in (7) is $(-1)^{l-1}$, and $w_\downarrow=-\sqrt{l/((2l-1)(2l+1))}$. Dividing the coefficients in (16) by these,

$$\langle l{+}1\|\hat r\|l\rangle=\sqrt{l+1},\qquad\langle l{-}1\|\hat r\|l\rangle=-\sqrt l .$$

The result is

$$\langle l{+}1\|A\|l\rangle=(l+1)^{3/2}\,a^\dagger_{l+1},\qquad\langle l{-}1\|A\|l\rangle=-\,l^{3/2}\,a_l,\qquad\langle l'\|A\|l\rangle=0\ \text{otherwise}. \tag{18}$$

The units match through $\hbar^2/m_e=1$ hartree·bohr², which turns 1/bohr into hartree·bohr. The program tests (18) without using (9): it applies (1) with exact Cartesian derivatives to $(u/r)Y_{lm}$ for a $u$ that is not an eigenfunction, projects on $Y_{l'm'}$ by quadrature, and compares with (7) and (18) for $l\le3$, all $m$ and $q$, and $l'\le5$, the vanishing blocks included. It tests (8), (9), (12) and (13) separately.

**Q.** The minus sign worries me. $\mathbf A$ is Hermitian, so should the element from $l+1$ down to $l$ not be the adjoint of the element from $l$ up to $l+1$, without a sign?

**A.** Hermiticity applies to the full block, and the full block includes $w$. For $A_z$ and $m=0$, (15) and (16) give $\frac{(l+1)^2}{\sqrt{(2l+1)(2l+3)}}a^\dagger_{l+1}$ from $l$ to $l+1$. From $l+1$ to $l$, the second coefficient of (16) with $l\to l+1$ is the same number as the first, and the block is $\frac{(l+1)^2}{\sqrt{(2l+1)(2l+3)}}a_{l+1}$. These two are adjoint, with no sign. The coefficient $w$ for this pair is positive upward and negative downward with the same magnitude, so the reduced elements must obey $\langle l\|A\|l{+}1\rangle=-\langle l{+}1\|A\|l\rangle^\dagger$, which (18) does. The sign comes from the angular coefficient that is split off, not from $\mathbf A$. Part of the magnitude depends on that choice as well: if the Clebsch-Gordan coefficient $\langle1q\,lm|l'm'\rangle$ is split off in place of $w$, the elements in (18) are divided by $\sqrt{2l'+1}$, and the minus sign remains, because $\langle10\,l0|l{-}1,0\rangle$ is negative like $w_\downarrow$. The content that is free of this convention is (15): every block of $\mathbf A$ is the corresponding angular matrix element of $\hat{\mathbf r}$ times $l_>$ times the ladder operator. If one prefers to act on $R$, the calculation above shows that the operators are $-\partial_r+l/r-Z/(l+1)$ upward and $\partial_r+(l+1)/r-Z/l$ downward. With the measure $r^2dr$ the adjoint of $-\partial_r$ is $\partial_r+2/r$, so the adjoint of the upward operator from $l$ is $\partial_r+(l+2)/r-Z/(l+1)$, the downward operator from $l+1$.

Every nonzero block of $\mathbf A$ is now identified as an angular matrix element of $\hat{\mathbf r}$ times $l_>$ times a ladder operator, and (18) gives the corresponding reduced elements with their factors and signs. What remains is the case $l=0$, the link to the conservation of $\mathbf A$ and to other central potentials, the form of $\mathbf A^2$, and the values between bound states, with a worked example.
